# Constant-Capacitance Voltage Transient of a Deep Level in a Schottky Contact

A metal contact on n-type semiconductor is held under reverse bias. A pulse of lower bias fills a deep level with electrons. Afterwards the level empties thermally, while a feedback loop adjusts the reverse bias $V(t)$ so that the high-frequency capacitance stays at a set value. The problem is to find $V(t)$ when the trap density need not be small beside the shallow doping.

Let $x$ run from the metal ($x=0$) into the semiconductor, let $q>0$ be the elementary charge, $\varepsilon$ the permittivity and $A$ the area. The level has density $N_T$ and electron occupancy $f(x,t)$. The shallow donors, of density $N_D$, are ionized. In the depletion approximation there are no mobile electrons for $x<W$, and the material is neutral for $x>W$.

## (a) Charge and band bending

**Write the charge density in a form valid for deep donors and deep acceptors, and find the band bending at any depth.**

A full deep donor is neutral and an empty one carries $+q$. The charge density divided by $q$ is then $\rho=N_D+N_T(1-f)$. A full deep acceptor carries $-q$ and an empty one is neutral, so $\rho=N_D-N_Tf=(N_D-N_T)+N_T(1-f)$. Both cases read

$$\rho(x,t)=N_s+N_T\,[1-f(x,t)],$$

where $N_s$ is the net density with the level full: $N_D$ for a donor, $N_D-N_T$ for an acceptor. We require $N_s>0$. A deep donor may thus outnumber the shallow donors, but a deep acceptor may not.

Let $U(x)$ be the height of the conduction band edge above its bulk value. It is an electron energy, so Poisson's equation gives $U''=q^2\rho/\varepsilon$, with $U(W)=U'(W)=0$. One integration gives

$$U'(x)=-\frac{q^2}{\varepsilon}\int_x^W\rho(x')\,dx'.$$

Integrating again from $x$ to $W$ and exchanging the order of integration,

$$U(x)=\frac{q^2}{\varepsilon}\int_x^W dy\int_y^W\rho(x')\,dx'
=\frac{q^2}{\varepsilon}\int_x^W (x'-x)\,\rho(x')\,dx'. \tag{1}$$

The factor $x'-x$ is the range of $y$ for which $x'$ contributes. At the contact $U(0)=U_0+qV$, where $U_0$ is the bending at zero bias. Hence

$$V+\frac{U_0}{q}=\frac{q}{\varepsilon}\int_0^W x\,\rho(x,t)\,dx. \tag{2}$$

The bias measures the first moment of the charge.

## (b) What the loop holds fixed

**Find the high-frequency capacitance when the traps are too slow to follow the test signal.**

During one test cycle the trap charge is frozen, so a small change of bias only moves the depletion edge. The uncovered charge is $dQ=qA\rho(W)\,dW$. By (2), with $\rho$ frozen, the bias changes by $dV=(q/\varepsilon)W\rho(W)\,dW$. Therefore

$$C=\frac{dQ}{dV}=\frac{\varepsilon A}{W}.$$

The density at the edge cancels, and the trap charge inside does not appear. Holding $C$ constant therefore holds $W$ constant, however much trap charge changes.

## (c) Where emission takes place

**Some traps near the depletion edge stay full. Does the boundary of this region move while the others empty?**

In the bulk the level lies $\Delta=E_F-E_T>0$ below the Fermi level. Bending raises it, and it crosses the Fermi level of the bulk electrons at the depth $x_1$ where $U(x_1)=\Delta$. We use the sharp rule that belongs to the depletion approximation: the level is full for $x>x_1$, and there is no capture for $x<x_1$. Since $\rho>0$, $U$ falls steadily with $x$ and there is one crossing.

Equation (1) at $x_1$ involves only the charge between $x_1$ and $W$, where the level is full and $\rho=N_s$:

$$\Delta=\frac{q^2}{\varepsilon}\int_{x_1}^{W}(x'-x_1)N_s\,dx'.$$

For uniform doping the integral is $N_s(W-x_1)^2/2$, so

$$\lambda\equiv W-x_1=\sqrt{\frac{2\varepsilon\Delta}{q^2N_s}}. \tag{3}$$

Nothing in this condition depends on time once $W$ is fixed. The emptying traps lie on the metal side of $x_1$. They change the field and potential there, but not the bending between $x_1$ and the edge. The boundary stays still, also for graded profiles. If $W<\lambda$ there is no crossing and no transient.

## (d) The feedback voltage

**Find $V(t)$, assuming one emission rate $e_n$ independent of depth and field, constant temperature, a loop much faster than emission, and a pulse that leaves the level full beyond $x_1$.**

For $x<x_1$, $\partial f/\partial t=-e_nf$, so $f(x,t)=f(x,0)e^{-e_nt}$. Put this in (2), using $1-f=0$ beyond $x_1$:

$$V(t)+\frac{U_0}{q}=\frac{q}{\varepsilon}\left[\int_0^W xN_s\,dx+\int_0^{x_1}xN_T\,dx-e^{-e_nt}\int_0^{x_1}xN_Tf(x,0)\,dx\right].$$

The limits $W$ and $x_1$ are constant by (b) and (c), so every integral is a constant. The first two give the final bias:

$$V(t)=V(\infty)-\Delta V\,e^{-e_nt},\qquad
\Delta V=\frac{q}{\varepsilon}\int_0^{x_1}xN_T(x)f(x,0)\,dx. \tag{4}$$

Within the stated model the transient is exactly exponential. No expansion in $N_T/N_s$ was made: the moment is linear in the occupancy, and the quantities that could have made the response nonlinear, the limits of integration, do not move. The reverse bias rises because emission adds positive charge, and more bias is then needed to support the same width.

If the traps are filled uniformly from $x_p$ to $x_1$,

$$\Delta V=\frac{qN_T}{2\varepsilon}\,(x_1^2-x_p^2). \tag{5}$$

For a deep donor at fixed $N_D$, $x_p$ and $\Delta$, this is proportional to $N_T$ at any density. For a deep acceptor, $N_s=N_D-N_T$ and hence $\lambda$ change with $N_T$, so the amplitude is not strictly proportional to density although the time dependence remains exponential.

Incomplete filling on the metal side of $x_1$ only lowers $\Delta V$, because (4) holds for any $f(x,0)$ there. Traps a little beyond $x_1$ that start empty do break the law: they capture electrons during the record and add other time constants. Farther in, where electrons are plentiful, empty traps refill much faster than $e_n$.

## (e) The same traps at constant voltage

**Hold $V$ instead of $C$, for uniform densities. How does the capacitance change?**

Emission now adds positive charge at fixed bending, so $W$ shrinks and the crossing $W-\lambda$ retreats toward the metal. Assume that traps left behind by the crossing refill at once. Those between $x_p$ and $W-\lambda$ have been emitting since $t=0$, and their empty fraction is $g=1-e^{-e_nt}$. Those with $x<x_p$ are empty throughout. Multiplying (2) by $2\varepsilon/q$ gives

$$N_sW^2+N_Tx_p^2+N_Tg\left[(W-\lambda)^2-x_p^2\right]=\text{constant}. \tag{6}$$

The case $\lambda=x_p=0$ shows the consequence. With $\nu=N_T/N_s$ and initial width $W_0$, $W^2(1+\nu g)=W_0^2$, so

$$C=C_0\sqrt{1+\nu g}=C_0\left(1+\tfrac12\nu g-\tfrac18\nu^2g^2+\dots\right).$$

Here $C^2$ is exponential in time and $C$ is not, because $g^2$ contains $e^{-2e_nt}$. The second correction is $\nu g/4$ of the first, so the exponential returns for $\nu\ll1$. At larger $\nu$ the normalized signal $S=[C(\infty)-C]/[C(\infty)-C_0]$ starts to decay at the rate

$$-\frac{dS}{dt}\bigg|_0=e_n\frac{\nu/2}{\sqrt{1+\nu}-1}=e_n\frac{\sqrt{1+\nu}+1}{2},$$

which exceeds $e_n$. The last step uses $\nu=(\sqrt{1+\nu}-1)(\sqrt{1+\nu}+1)$.

## (f) The thermal tail of the electrons

**Real electrons do not stop at a sharp edge. Find the leading departure from (4).**

Let $n(x)$ be the electron density and $n_1$ the density at which capture balances emission for a half-full level. With $s=n/n_1$ and $\tau=e_nt$,

$$\frac{\partial f}{\partial\tau}=-f+s(1-f)=-(1+s)f+s.$$

The steady occupancy is $s/(1+s)$. A trap that starts full has an excess $1/(1+s)$ above it, which decays as $e^{-(1+s)\tau}$. Traps near $x_1$ therefore relax faster than $e_n$. The remaining signal is proportional to $\int x\,e^{-(1+s)\tau}/(1+s)\,dx$. It falls below a pure exponential of the same amplitude by

$$e^{-\tau}\int x\,\frac{1-e^{-s\tau}}{1+s}\,dx.$$

The integrand matters near $x_1$. There we set $x\approx x_1$ and take the force on an electron as uniform, so that $s=e^{(x-x_1)/\delta}$, with $\delta$ equal to $kT$ divided by that force. Then $dx=\delta\,ds/s$. Dividing by the full moment, approximately $(x_1^2-x_p^2)/2$, gives the loss relative to the amplitude:

$$e^{-\tau}-S(\tau)\simeq\frac{2\delta x_1}{x_1^2-x_p^2}\,e^{-\tau}\int_0^\infty\frac{1-e^{-s\tau}}{s(1+s)}\,ds. \tag{7}$$

The tail also shifts $x_1$. Where the level is full, $U''=(q^2N_s/\varepsilon)(1-e^{-U/kT})$. Multiplying by $U'$ and integrating from the bulk,

$$\tfrac12U'^2=\frac{q^2N_s}{\varepsilon}\left(U-kT+kTe^{-U/kT}\right).$$

For $U\gg kT$ the exponential drops out, and the solution is $U-kT=q^2N_s(W-x)^2/2\varepsilon$. Moving this profile by $dW$ changes the charge by $qAN_s\,dW$ and the bias by $qN_sW\,dW/\varepsilon$, so this $W$ is the one measured by the capacitance. Thus $\Delta$ in (3) becomes $\Delta-kT$. The force at $x_1$ is $q^2N_s\lambda/\varepsilon$, with the corrected $\lambda$. Taking it as fixed assumes that the charge emptied within a few $\delta$ of $x_1$ does not change it, that is $N_T\delta\ll N_s\lambda$. For a deep donor with $N_T=10N_s$ and otherwise the values of (g), equation (7) gives a loss of 0.98% after one time constant where the numerical solution gives 0.77%, and the crossing moves by 11 nm.

## (g) Platinum silicide on silicon containing platinum

**Evaluate the transient at 110 K for $N_D=4\times10^{14}$ and $N_T=2\times10^{14}$ cm⁻³, with $W$ held at 4000 nm after a long pulse at zero bias.**

We use rough typical values: a platinum acceptor level 0.23 eV below the conduction band, a capture cross-section of $10^{-14}$ cm² and a contact barrier of 0.85 eV. The relative permittivity is 11.7, so $\varepsilon=1.036\times10^{-12}$ F/cm, and $kT=9.479$ meV. Here $N_s=2\times10^{14}$ cm⁻³, equal to the trap density.

Silicon's electron masses, 0.92 and 0.19 of the free mass in six valleys, give an effective density of states $N_c=6.09\times10^{18}$ cm⁻³. With the level's degeneracy factor set to one, $n_1=N_ce^{-0.23\,\mathrm{eV}/kT}=1.77\times10^8$ cm⁻³. The thermal speed, for a mass of 0.26, is $1.39\times10^7$ cm/s. The rate is the product of cross-section, speed and $n_1$:

$$e_n=10^{-14}\times1.387\times10^7\times1.766\times10^8=24.5\ \text{s}^{-1},$$

or a time constant of 41 ms.

The bulk Fermi level lies $kT\ln(N_c/N_s)=0.098$ eV below the band, so $\Delta=0.132$ eV. Equation (3) gives

$$\lambda=\sqrt{\frac{2(1.036\times10^{-12})(0.1321)}{(1.602\times10^{-19})(2\times10^{14})}}\ \text{cm}=924\ \text{nm},$$

and $x_1=3076$ nm. At zero bias the bending is $0.850-0.098=0.752$ eV. The condition $U_0=(q^2/2\varepsilon)[N_sW_p^2+N_T(W_p-\lambda)^2]$ gives a pulse width $W_p=1952$ nm, so $x_p=W_p-\lambda=1027$ nm. With $qN_T/2\varepsilon=1.546\times10^7$ V/cm²,

$$\Delta V=1.546\times10^7\,(3.076^2-1.027^2)\times10^{-8}=1.30\ \text{V}.$$

The reverse bias rises from 1.89 V to 3.19 V. It passes 2.71, 3.01 and 3.12 V after one, two and three time constants.

To see what the sharp edges leave out, Poisson's equation was solved on a 5 nm grid with mobile Boltzmann electrons, and with capture and emission at every depth. The bias was adjusted at each time step to hold the capacitance. A second run from the same state held the bias instead.

At constant capacitance the largest departure from $e^{-e_nt}$ is 1.2% of the amplitude. After one time constant it is 1.05%, against 1.08% from (7) with $\delta=34$ nm. The amplitude is 1.332 V. The corrected $\lambda$ of 891 nm, used also for the pulse with $U_0-kT$, predicts 1.328 V; the uncorrected 1.30 V is 2.4% below the numerical value.

At constant voltage the largest departure is 10% of the capacitance change. The mean decay rate is $1.29\,e_n$ over the first time constant and still about $1.13\,e_n$ over the third, compared with $1.03\,e_n$ and $1.01\,e_n$ at constant capacitance. The crossing moves 667 nm at constant voltage and about 1 nm at constant capacitance. Equation (6), with the corrected lengths, follows the numerical width within 0.6%. That is about 20 nm in a total change of 668 nm; equation (6) leaves out both the delay in refilling behind the crossing and the gradual change of occupancy near it, and their shares were not separated. The normalized signal is more sensitive than the width: equation (6) alone gives a largest departure of 7% and mean rates of $1.19\,e_n$ and $1.02\,e_n$, so most of the excess rate at late times comes from what (6) leaves out.

**How the model compares with a real contact.** Platinum can enter silicon from a silicide contact, but a trap density of half the doping is high, and was chosen to make the nonlinearity visible. The emptied acceptor is neutral, so no Coulomb barrier is lowered by the field. The field still raises the thermal weight of electron states at the trap, by $\exp[\hbar^2F^2/24m(kT)^3]$ for a uniform force $F$. This follows because the mean displacement of a closed thermal path is Gaussian with variance $\hbar^2/12mkT$. If emission scales with this weight, the light mass 0.19 gives a rate 0.2% higher at $x_1$ and, once the traps have emptied, about 5% higher at $x_p$. The field at $x_p$ is weaker earlier in the transient, so using the final field throughout gives an upper bound: the signal after one time constant falls by less than 0.6% of the amplitude. This bound holds only for this weight. In the theory of phonon-assisted tunnelling the factor is $\exp(F^2\tau_2^3/3m\hbar)$ with $\tau_2=\hbar/2kT\pm\tau_1$, where $\tau_1$ depends on the coupling of the centre to the lattice; the weight above is the case $\tau_1=0$. A $\tau_1$ that adds as much as $\hbar/2kT=3.5\times10^{-14}$ s would multiply the exponent by eight and raise the rate at $x_p$ by about 46%, so for a real centre the field dependence has to be measured. Temperature matters as much: for a fixed cross-section $e_n\propto T^2e^{-0.23\,\mathrm{eV}/kT}$, so an error of 0.1 K changes the rate by 2.4%, and the signal after one time constant by 0.9% of the amplitude. The peak field, 0.022 MV/cm, is far below a rough breakdown field of 0.3 MV/cm, and for a shallow-donor depth of 0.045 eV and a twofold ground state alone, 0.75% of the shallow donors are neutral in the bulk; the split 1s states of a phosphorus donor, near 0.033 eV, raise this share to about 1.8% and the amplitude by about 1 mV. For an ideal barrier, electrons supplied by the metal are negligible; a leaky contact could supply more and restore capture. The example also omits any other level that emits in the same time range, which would add its own time constant.

Numerical values quoted here were computed with a short program.
